When a growing spherical precipitate becomes unstable: seven critical radii

**The result and its meaning**

A sphere of fixed composition grows by diffusion from a weakly supersaturated dilute matrix. Its critical nucleation radius is R*. A small distortion of harmonic order l ≥ 2 has an amplitude δ that grows in time when

R > R* [1 + (l+1)(l+2)/2].   (1)

The lowest threshold belongs to the second harmonic and is 7R*. Here "unstable" refers to the length δ, not to the ratio δ/R. For l = 2 that ratio falls at every radius. Above R* this is because the sphere grows faster, in relative terms, than its distortion. The first harmonic whose ratio δ/R can grow is l = 3, beyond 21R*.

**Model and conventions**

Let c be the number density of solute in the matrix, c∞ its constant value far away, c0 its equilibrium value at a flat interface, and C the solute density in the precipitate. The diffusivity D is uniform. The curvature κ is the sum of the two principal curvatures, so κ = 2/R for a sphere, and γ is the isotropic interfacial energy.

Adding a volume dV to the precipitate at a place of curvature κ costs the interfacial energy γκ dV, which is γκ/C per solute atom. In a dilute solution the chemical potential of the solute rises by k_B T ln(c_s/c0) when its density rises from c0 to c_s. Local equilibrium equates the two:

c_s = c0 exp(Γκ),   Γ = γ/(C k_B T).

For Γκ ≪ 1 this becomes the linear Gibbs–Thomson law

c_s = c0(1 + Γκ).   (2)

The work of forming a sphere is

W = 4πR²γ − (4π/3)R³ C k_B T ln(c∞/c0).

Setting dW/dR = 8πRγ − 4πR² C k_B T ln(c∞/c0) to zero gives R = 2Γ/ln(c∞/c0). With the relative supersaturation σ = (c∞ − c0)/c0 ≪ 1, the logarithm is σ to leading order, and

R* = 2Γ/σ = 2Γc0/(c∞ − c0).   (3)

This is also the radius at which law (2) gives c_s = c∞, so that growth stops.

When the interface advances with normal velocity v_n, the solute density there rises from c_s to C. Since C ≫ c0, the jump is taken as the constant J = C − c0, and solute balance reads

J v_n = D ∂c/∂n,   (4)

with n pointing into the matrix. The interface moves slowly compared with diffusion over a distance R if (c∞ − c0)/J ≪ 1. The field then obeys Laplace's equation, ∇²c = 0, at each instant. Stress, flow and resistance to attachment at the interface are left out.

**First derivation: solving for the field**

For a sphere, the solution that equals c_R = c0(1 + 2Γ/R) at r = R and tends to c∞ is

c = c∞ − (c∞ − c_R)R/r.

Its gradient at the surface is G = (c∞ − c_R)/R, so dR/dt = DG/J. From (3), c∞ − c0 = 2Γc0/R*, and therefore

c∞ − c_R = 2Γc0(1/R* − 1/R).

With x = R/R*, the last bracket is (x − 1)/R, so

G = 2Γc0(x − 1)/R².   (5)

Now distort the surface to r = R + δY, where Y is a real spherical harmonic of order l and δ ≪ R. Terms of order δ² are dropped, so different harmonics evolve independently.

The curvature is the divergence of the unit normal. Write F = r − R − δY, which vanishes on the surface. The angular part of ∇F is of order δ, so |∇F| = 1 + O(δ²), and to first order κ = ∇²F. Since ∇²r = 2/r and ∇²Y = −l(l+1)Y/r²,

κ = 2/r + l(l+1)δY/r².

At the surface, 2/r = 2/R − 2δY/R². Using l(l+1) − 2 = (l−1)(l+2),

κ = 2/R + (l−1)(l+2)δY/R².   (6)

The result depends on l alone, not on the azimuthal index of Y.

The distorted field needs an extra decaying solution of Laplace's equation with the same angular form:

c = c∞ − (c∞ − c_R)R/r + B(R/r)^(l+1) Y,

where B is of order δ. At the surface R/r = 1 − δY/R, so the field there is c_R + GδY + BY. Laws (2) and (6) require it to be c_R + c0Γ(l−1)(l+2)δY/R². Hence

B = c0Γ(l−1)(l+2)δ/R² − Gδ.   (7)

In the solute balance, the normal differs from the radial direction by an angle of order δ. This changes the normal velocity and the normal gradient only at order δ², because the tangential gradient is itself of order δ. So v_n = dR/dt + (dδ/dt)Y, and ∂c/∂n may be replaced by

∂c/∂r = GR²/r² − (l+1)BY/R = G − 2GδY/R − (l+1)BY/R.

The terms proportional to Y give

(J/D) dδ/dt = −2Gδ/R − (l+1)B/R.

Inserting (7), the terms in G combine as −2 + (l+1) = l − 1:

(1/δ) dδ/dt = (l−1)(D/(JR)) [G − c0Γ(l+1)(l+2)/R²].   (8)

The first term is destabilizing: a bump reaches into richer matrix and meets a steeper gradient. The second is stabilizing: a bump has higher curvature and a higher equilibrium concentration, which reduces the flux towards it. Inserting (5),

(1/δ) dδ/dt = (l−1)(Dc0Γ/(JR³)) [2(x−1) − (l+1)(l+2)].   (9)

For l ≥ 2 the sign is that of the last bracket, which proves (1). The thresholds are x = 7, 11 and 16 for l = 2, 3 and 4, and they rise with l. For l = 1 the rate is zero, since this distortion merely shifts the sphere. The case l = 0 changes the size and not the shape.

**Second derivation: an integral balance**

The same law follows without solving for the distorted field. Let u = c − c∞, and take the test function

ψ = r^(−l−1) Y,   l ≥ 1.

Both are harmonic in the matrix and vanish at infinity. Green's identity applied to the region outside the particle gives

∮ (u ∂ψ/∂n − ψ ∂u/∂n) dA = 0

over the particle surface. The surface at infinity contributes nothing, because u falls at least as 1/r and ψ as r^(−l−1), so the integrand times r² vanishes there. With (4), ∂u/∂n = Jv_n/D, and

(J/D) ∮ ψ v_n dA = ∮ (c_s − c∞) ∂ψ/∂n dA.   (10)

Describe the surface by r = ρ(θ,φ,t), with one radius in each direction. The volume swept per unit time within the solid angle dΩ is v_n dA = ρ²(∂ρ/∂t)dΩ. The left side of (10) becomes

(J/D) ∫ Y ρ^(1−l) (∂ρ/∂t) dΩ.

On the right side, any part of c_s − c∞ that is uniform over the surface drops out. The flux of ∇ψ through the particle surface equals its flux through a large sphere, because ψ is harmonic between them, and the latter is zero because Y averages to zero. With law (2), what remains is

(J/D) ∫ Y ρ^(1−l) (∂ρ/∂t) dΩ = c0Γ ∮ κ ∂ψ/∂n dA.   (11)

This holds for distortions of finite size within the model. For l = 2 the left side is (J/D) d/dt ∫ Y ln ρ dΩ. If capillarity is switched off, this integral is conserved. For a small distortion ln ρ = ln R + δY/R, so the conserved quantity is δ/R. Diffusion alone therefore enlarges a small second-harmonic distortion in proportion to the sphere, and to first order capillarity can only reduce δ/R. Other harmonics of finite size can feed the second one through the curvature integral.

Now linearize (11) for any l ≥ 2, with N = ∫ Y² dΩ. To first order,

ρ^(1−l) ∂ρ/∂t = R^(1−l) dR/dt + Y d(δR^(1−l))/dt.

The first term averages to zero against Y. The left side is therefore (J/D)N d(δR^(1−l))/dt.

On the right, the uniform part 2/R of κ drops out on the distorted surface, as just shown. The rest of (6) is already of order δ, so it may be combined with the values on the undistorted sphere, ∂ψ/∂n = −(l+1)R^(−l−2)Y and dA = R²dΩ. The factors R² cancel, leaving

(J/D) d(δR^(1−l))/dt = −c0Γ(l−1)(l+1)(l+2) δ R^(−l−2).

Carry out the derivative on the left and divide by (J/D)δR^(1−l):

(1/δ) dδ/dt = (l−1)(1/R) dR/dt − (l−1)(l+1)(l+2) Dc0Γ/(JR³).   (12)

The growth law of the sphere comes from the same method with ψ = 1/r. Its flux through the surface is −4π, so (10) gives (J/D)4πR dR/dt = 4π(c∞ − c_R), or dR/dt = DG/J. Inserting this into (12) reproduces (8), and with it the threshold 7R*.

**What the two derivations assume**

Both use quasi-static diffusion, a constant far concentration, a constant composition jump, local equilibrium and small distortions. The second needs the last of these only after (11). They differ in how they respond when an assumption is relaxed.

The first derivation gives the concentration everywhere and extends easily to other interface conditions. Suppose attachment has a finite transfer coefficient k, a velocity, so that

c_s = c0(1 + Γκ) + (D/k) ∂c/∂n.

Let β = D/(kR). For the sphere, GR = c∞ − c_R now gives

G = (c∞ − c0 − 2Γc0/R)/[R(1+β)],

which is (5) divided by 1 + β. For the distortion, let gY be the first-order change of the gradient, with g = −2Gδ/R − (l+1)B/R. The surface condition is

B = c0Γ(l−1)(l+2)δ/R² − Gδ + (D/k)g.

Eliminating B gives

g[1 + (l+1)β] = (l−1)(δ/R)[G − c0Γ(l+1)(l+2)/R²].

The bracket is that of (8), but G is smaller. For l = 2 it vanishes when 2(x−1)/(1+β) = 12, or

x = 7 + 6β,

with β taken at the threshold radius. Slow attachment raises the threshold, and seven requires k ≫ D/R.

The second derivation needs no expansion of the field and remains valid at finite amplitude up to (11). For small distortions it shows that the supersaturation affects the relative second harmonic only through the growth of R. At finite amplitude the other harmonics also enter the curvature integral. Its simple form depends on a constant J, since a jump that varied along the surface would stay inside the integral, and on Laplace's equation, since a transient field would add a volume integral of ψ ∂c/∂t.

**Relative distortion and history**

From (5), (1/R)dR/dt = 2(x−1)Dc0Γ/(JR³). Subtracting this from (9) gives

d ln(δ/R)/dt = (Dc0Γ/(JR³)) [2(l−2)(x−1) − (l−1)(l+1)(l+2)].

For l = 2 the bracket is −12. For l > 2 it changes sign at

x = 1 + (l−1)(l+1)(l+2)/[2(l−2)].

With m = l − 2, the fraction equals (m² + 8m + 19 + 12/m)/2. Going from m to m+1 raises it by [2m + 9 − 12/(m(m+1))]/2, which is positive for every m ≥ 1. The lowest value is therefore at l = 3, where x = 21.

For l = 2, dividing (9) by (1/R)dR/dt gives

d ln δ/d ln x = 1 − 6/(x−1).

Since 1/[x(x−1)] = 1/(x−1) − 1/x, integration yields

δ ∝ x⁷/(x−1)⁶,   δ/R ∝ [x/(x−1)]⁶.   (13)

The amplitude shrinks until x = 7 and grows afterwards. The ratio δ/R falls towards a nonzero limit, so the particle never becomes perfectly round in this model. Crossing 7R* does not by itself produce a visibly branched particle.

The time follows from dx/dt = (x−1)/(τx²), with τ = JR*²/[D(c∞−c0)]. Because x²/(x−1) = x + 1 + 1/(x−1),

t = τ[x²/2 + x + ln(x−1)] + constant.   (14)

**Larger supersaturation**

If Γκ is not small, the exponential law must be kept. Then c_R = c0 exp(2Γ/R), and a small change of curvature changes c_s by c_RΓ times that change. Equation (8) keeps its form with c0 replaced by c_R in the capillary term. For l = 2 the threshold is

c∞ − c_R = 12Γc_R/R.

Let a = ln(c∞/c0), and measure the radius in the full critical radius 2Γ/a, so that 2Γ/R = a/x. Dividing by c_R gives

exp[a(1−1/x)] − 1 = 6a/x.   (15)

To second order in a, after division by a and multiplication by x, this is x − 1 + a(x−1)²/(2x) = 6. Using x = 7 in the small term gives x ≈ 7 − 18a/7. Numerical solution of (15) gives 6.97 for c∞/c0 = 1.01, 6.76 for 1.10, 6.04 for 1.50 and 4.77 for 3.00. Seven is thus the limit of small supersaturation.

**Worked example: silica in liquid iron**

Consider an amorphous silica particle in silicon-killed liquid iron at 1873 K, with growth limited by dissolved oxygen. The parameters are rough typical values: γ = 1.0 J/m², D = 3.0×10⁻⁹ m²/s, an equilibrium oxygen fraction of 3.0×10⁻⁴ and a silicon fraction of 6.0×10⁻³. The supersaturation is chosen as σ = 0.10. The results below keep extra digits only so that the arithmetic can be followed; as predictions for a real melt they are rough. The amorphous particle makes an isotropic γ reasonable, and the liquid matrix carries no elastic stress.

The oxygen density in silica is C = 4.41×10²⁸ m⁻³, and the capillary length is Γ = 0.877 nm. Then

R* = 2 × 0.877 nm/0.10 = 17.5 nm,
7R* = 123 nm = 0.123 μm.

The relative l = 3 threshold, 21R*, is 368 nm for a rigid particle; viscous flow in the glass, treated below, can raise or remove it. At 7R* the ratio s = (c∞ − c_R)/J is 4.40×10⁻⁵, and the growth speed is

dR/dt = Ds/R = (3.0×10⁻⁹ m²/s)(4.40×10⁻⁵)/(123×10⁻⁹ m) ≈ 1.1 μm/s.

With τ = 2.00 ms, (14) gives 50 ms for growth from 3R* to 7R*. Over this interval (13) reduces δ to 0.517 of its initial value. By 14R* it has recovered to 0.639, while δ/R has dropped to 0.137 of its initial value. A numerical integration with the full curvature, started at 3R* with δ = 10⁻⁴R*, put the minimum of δ at 7.00R*. That starting amplitude, about 0.002 nm here, is smaller than an atom and serves only to test the linear law. A real distortion must stand well above the thermal roughness of the interface, whose scale is √(k_B T/γ) ≈ 0.16 nm.

The exponential law gives a critical radius of 18.4 nm and a threshold of 6.76 × 18.4 nm = 124 nm. The larger critical radius slightly more than offsets the smaller factor, so the threshold length rises by only about 1 %.

The diffusion transient can be sized with a sphere growing from zero radius at constant surface concentration. Put R = 2λ√(Dt) and η = r/(2√(Dt)). The diffusion equation becomes c″ + (2/η + 2η)c′ = 0, so c′ ∝ exp(−η²)/η². Solute balance requires c′(λ) = 2λJ. Integrating from λ to infinity, by parts, gives

s = 2λ²[1 − √π λ exp(λ²) erfc λ].

The true R dR/dt is 2λ²D, against sD in the quasi-static model. At the value of s above, the true rate is 0.84 % higher. If this is treated simply as a steeper G, the threshold falls to about 6.95R*. The excess depends on the growth history: along (14) it lies between about 0.7 % and 0.9 % at 7R*, which moves this estimate by about 0.01R*.

Silicon is consumed at half the rate of oxygen. Neglecting its density in the liquid against that in silica, its depletion at each surface point is D/(2D_Si) times that of oxygen, since both fields obey Laplace's equation. Equilibrium oxygen varies as the inverse square root of the silicon density, so the surface oxygen rises by 1.25 % of the local driving difference for D_Si = D. This scales all rates by nearly the same factor and moves the threshold by only about 0.1 %, to 7.01R*.

With densities of 2200 kg/m³ for silica and 7000 kg/m³ for iron, a melt viscosity of 5×10⁻³ Pa s, a heat conductivity of 35 W/(m K) and 3 eV released per oxygen atom, interface heating is 8×10⁻⁵ K. The Péclet numbers for buoyant motion and growth-driven flow are 1.3×10⁻⁶ and 4.4×10⁻⁵, so these effects are negligible here.

Other conditions are less secure. The homogeneous nucleation barrier is 5.5×10⁴ k_B T, so at this supersaturation the particle cannot nucleate homogeneously. It must start from an existing seed or have formed earlier at a much higher supersaturation. Attachment must have k ≫ D/R = 2.4 cm/s; at k ten times this value, the threshold is already 7.6R*, where β = 0.093. Viscous flow inside the glass would also round the particle. Comparing its rate, of order γ/(ηgR), with (1/R)dR/dt shows that the glass viscosity ηg must greatly exceed γ/(dR/dt), which is about 9×10⁵ Pa s at 7R* and rises with radius. Such a viscosity is not assured for silica at this temperature, least of all when it is impure. A very viscous sphere in a thin liquid loses its second harmonic at the rate 20γ/(19ηgR). Subtracting this from (9) raises the threshold to about 7.7R* at ηg = 10⁷ Pa s, and below about 3×10⁶ Pa s the second harmonic shrinks at every radius. There is also an upper limit, because viscous rounding falls only as 1/R, while the diffusive growth rate of δ falls as 1/R² at large R. At ηg = 10⁷ Pa s the second harmonic shrinks again above about 76R*, or 1.3 μm. The relative thresholds are more sensitive. For order l the viscous rate is l(l+2)(2l+1)γ/[2(2l²+4l+3)ηgR]. With it, no harmonic has a growing ratio δ/R at any radius below about 1.1×10⁷ Pa s, where l = 4 is the first to appear. The l = 3 ratio can grow only above about 1.5×10⁷ Pa s, and its threshold is still about 22R* at 10⁸ Pa s. At 10⁷ Pa s the particle therefore keeps becoming rounder in relative terms. The threshold 7R* therefore applies to this example only if the glass is stiff enough, and for any finite viscosity the growth of δ is confined to a limited range of radii.

In real steel, neighbouring inclusions also draw down the oxygen. At fixed γ and temperature, halving σ to 0.05 doubles R* and moves the threshold from 123 to about 246 nm. The factor seven then refers to the current R*, not to the critical radius at which the particle began. It also requires the neighbours to be many radii away: if the far concentration is already reached at a distance L from the centre, the gradient G is larger by 1/(1 − R/L), and the threshold is close to 1 + 6(1 − R/L) in units of R*, or 6.4R* for L = 10R.

Values computed for the example and the checks

```
Temperature: 1873 K; interfacial energy: 1.00 J/m^2
Oxygen diffusivity: 3.0e-09 m^2/s
Silicon diffusivity: 3.0e-09 m^2/s
Oxygen atomic fraction at flat equilibrium: 3.0e-04
Silicon atomic fraction: 6.0e-03
Densities silica, iron: 2200, 7000 kg/m^3
Viscosity: 5.0e-03 Pa s
Heat conductivity: 35 W/(m K)
Heat released per oxygen: 3.0 eV
Concentration ratio c_far/c_flat: 1.10
Oxygen density in silica C: 4.410e+28 m^-3
Flat-interface solubility c0: 2.264e+25 m^-3
Far concentration: 2.491e+25 m^-3
Capillary length: 0.8768 nm
Critical radius, linear law: 17.54 nm
Critical radius, full law: 18.40 nm
Homogeneous nucleation barrier: 5.48e+04 kT
Absolute threshold l=2, solver: 7.0000 R_crit
Absolute threshold l=3, solver: 11.0000 R_crit
Absolute threshold l=4, solver: 16.0000 R_crit
Absolute threshold l=5, solver: 22.0000 R_crit
Absolute threshold l=6, solver: 29.0000 R_crit
Relative threshold l=3, solver: 21.000 R_crit
Relative threshold l=4, solver: 23.500 R_crit
Relative threshold l=5, solver: 29.000 R_crit
Relative threshold l=6, solver: 36.000 R_crit
Radius 7 R_crit: 122.8 nm = 0.1228 um
Radius 21 R_crit: 368.3 nm
Growth speed at 7 R_crit: 1.076 um/s
Time unit J R_crit^2/(D(c_far-c0)): 1.996 ms
Time from 3 to 7 R_crit: 50.08 ms
Time from 3 to 14 R_crit: 212.27 ms
Simulated l=2 amplitude minimum at: 7.0000 R_crit
l=2 amplitude at minimum / at 3 R_crit: 0.5166
l=2 amplitude at 14 / at 3 R_crit: 0.6391
l=2 relative amplitude at 7 / at 3: 0.2214
l=2 relative amplitude at 14 / at 3: 0.1370
Full-law threshold, ratio 1.01: 6.974 full R_crit
Full-law threshold, ratio 1.10: 6.760 full R_crit
Full-law threshold, ratio 1.50: 6.042 full R_crit
Full-law threshold, ratio 3.00: 4.768 full R_crit
Full-law threshold radius: 124.4 nm
Supersaturation (c_far-c_R)/J at 7 R_crit: 4.403e-05
Threshold shift, varying jump: -1.26e-03 %
Growth-rate excess from transient: 0.84 %
Silicon depletion / driving force: 1.25 %
Interface heating: 8.00e-05 K
Heating effect / driving force: 9.26e-04 %
Buoyant Peclet number: 1.29e-06
Growth Peclet number: 4.40e-05
Viscous/capillary stress scale: 5.38e-09
Transfer velocity D/R at 7 R_crit: 2.44 cm/s
```
